# How plane-wave forces converge with the cutoff

## Question

I am converging a plane-wave calculation in a fixed cell. My total energy is within about $10^{-5}$ hartree of its large-cutoff limit. The energy is variational, so its error is quadratic in the wavefunction error. The force is an ordinary expectation value, $F=-\langle\psi|\partial V/\partial R|\psi\rangle$, so its error should be linear in the wavefunction error. I conclude that the force error goes as the square root of the energy error, here about $3\times10^{-3}$ in atomic units, and that I need a much higher cutoff for forces than for energies. Yet when I raise the cutoff, the forces change far less than that. Is this luck, or is the square root wrong?

## Answer

For a smooth potential the square root, with a prefactor that depends on the system, is a valid upper estimate, but it does not describe the error made by a cutoff. The force from a truncated basis is the derivative of the truncated energy, so its error is set by how the energy error changes with the geometry. What remains to be settled is how much the derivative costs: averaged over a range of geometries, up to about one factor of the cutoff wavevector $G_{\max}$, and in some cases nothing.

I use Hartree atomic units and one electron in its ground state, with $H=T+V(R)$. The basis holds the plane waves $\langle \mathbf r|\mathbf G\rangle=e^{i\mathbf G\cdot\mathbf r}/\sqrt\Omega$ with $|\mathbf G|\le G_{\max}$, in a cell of fixed volume $\Omega$. The truncated ground state is $\psi_c$, with energy $E_c$ and force $F_c$. The errors are

$$e=E_c-E\ \ge 0,\qquad \Delta F=F_c-F .$$

### What the linear argument proves

Write $\psi_c=\psi+\delta$ and $\partial V=\partial V/\partial R$. Inserting this in the expectation value gives

$$\Delta F=-2\,\mathrm{Re}\langle\delta|\partial V|\psi\rangle-\langle\delta|\partial V|\delta\rangle .$$

For the energy, $(H-E)\psi=0$ removes every term with $\psi$ on one side, and

$$e=\langle\psi_c|H-E|\psi_c\rangle=\langle\delta|H-E|\delta\rangle .$$

So $e$ is quadratic in $\delta$, and the first term of $\Delta F$ is linear. The Cauchy–Schwarz inequality bounds that term by $2\|\delta\|\,\|\partial V\psi\|$. This is your square root. It would be a good estimate if $\delta$ pointed along $\partial V\psi$. But a cutoff mainly removes waves of large $G$, and $\partial V\psi$ has little weight there when the potential is smooth. The waves kept in the basis also readjust. This part of $\delta$ is much smaller, but it meets the large components of $\partial V\psi$, so its contribution to the overlap can be comparable. Both contributions are small, which the bound ignores.

### The force error is a derivative of the energy error

Let $c$ be the normalized coefficient vector of $\psi_c$, so that $E_c=c^\dagger Hc$ and $Hc=E_cc$ within the basis. Then

$$\frac{dE_c}{dR}=c^\dagger\frac{\partial H}{\partial R}c+E_c\frac{d(c^\dagger c)}{dR}=\langle\psi_c|\partial V|\psi_c\rangle .$$

The second term vanishes because $c^\dagger c=1$. In the first, $\partial H_{\mathbf G\mathbf G'}/\partial R=\langle\mathbf G|\partial V|\mathbf G'\rangle$, because the plane waves do not move with the atoms. Hence $F_c=-dE_c/dR$ at every cutoff, converged or not, and

$$\Delta F=-\frac{de}{dR}.$$

The same reasoning holds for a self-consistent total energy that is stationary within the fixed basis. It does not cover errors of real-space integration grids, changes of the cell, or basis functions attached to atoms.

This relation alone does not make $\Delta F$ small, since a small function can vary quickly. We need $e$ as a function of the atomic positions.

### The energy error in terms of the omitted waves

Let $P$ project on the basis and $Q=1-P$ on the omitted waves. Split the true state into $\phi=P\psi$ and $\chi=Q\psi$. The kinetic energy does not couple them, so the Schrödinger equation reads

$$PHP\phi+PVQ\chi=E\phi,\qquad QVP\phi+QHQ\chi=E\chi .$$

The second equation gives $\chi=-(QHQ-E)^{-1}QVP\phi$. Put this in the first and take the product with $\psi_c$, for which $\langle\psi_c|PHP=E_c\langle\psi_c|$:

$$(E_c-E)\langle\psi_c|\phi\rangle=\langle\psi_c|V\,Q(QHQ-E)^{-1}Q\,V|\phi\rangle .$$

Now assume that $G_{\max}^2/2$ is large compared with the depth of the potential. (For the delta wells used later, which have no finite depth, $G_{\max}$ must be large compared with their strength $g$.) Small matrix elements between single plane waves are not enough, because in a large cell many waves are coupled. To leading order $\phi$ may be replaced by $\psi_c$ on both sides, $E$ by $E_c$ in the inverse, and $QHQ$ by its diagonal. With $V_0$ the cell average of $V$,

$$e\simeq\sum_{|\mathbf G|>G_{\max}}\frac{|w_{\mathbf G}|^2}{D_G},\qquad w_{\mathbf G}=\langle\mathbf G|V|\psi_c\rangle,\qquad D_G=\frac{G^2}{2}+V_0-E_c .$$

### Where the factor $G$ comes from

Take two atoms, $V(\mathbf r)=v_1(\mathbf r-\mathbf R_1)+v_2(\mathbf r-\mathbf R_2)$, and shift the integration variable to each atom in turn. Then $w_{\mathbf G}=w_1+w_2$ with

$$w_a=e^{-i\mathbf G\cdot\mathbf R_a}A_a(\mathbf G),\qquad A_a(\mathbf G)=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf G\cdot\mathbf s}\,v_a(\mathbf s)\,\psi_c(\mathbf R_a+\mathbf s)\,d^3s .$$

The amplitude $A_a$ depends on the geometry through the wavefunction near atom $a$, which changes slowly. The fast dependence is in the phase. In

$$|w_{\mathbf G}|^2=|w_1|^2+|w_2|^2+2\,\mathrm{Re}(w_1^*w_2)$$

the phase drops out of the first two terms. Moving an atom therefore brings no factor $G$ from them. The cross term is a ripple in the distance, with wavelength $2\pi/G$ along $\mathbf G$.

In one dimension, move atom 2 and hold atom 1 and the amplitudes fixed. Then $\partial w_2/\partial R_2=-iGw_2$, and since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$,

$$\Delta F\simeq-\sum_{|G|>G_{\max}}\frac{2G\,\mathrm{Im}(w_1^*w_2)}{D_G}.$$

Each term is a product of two small tail amplitudes, as in the energy, with one extra factor $G$.

Suppose that the tail is so steep that the first omitted pair $\pm G$ dominates, and that the wells are equal. At distance $d$, with a slowly varying phase $\theta$,

$$e=e_0[1+\cos(Gd+\theta)],\qquad \Delta F=Ge_0\sin(Gd+\theta).$$

Over a full period the mean of $e$ is $e_0$ and the root mean square (rms) of $\Delta F$ is $Ge_0/\sqrt2$. Their ratio is $0.71\,G$. At a single distance, however, $\Delta F/e=G\tan[(Gd+\theta)/2]$, which can have any value. "One extra factor $G_{\max}$" is thus a statement about a range of geometries, not about one.

### A steep tail in numbers

Consider a periodic cell of 8 bohr with two equal Gaussian wells, each 2 hartree deep and 0.5 bohr wide (standard deviation). At $d=2.5$ bohr the reference force on the right-hand well is $-0.135$ hartree/bohr. Errors are relative to a calculation with $G_{\max}=18.85$ bohr$^{-1}$. The last column belongs to a comparison explained below.

| $G_{\max}$ (bohr⁻¹) | $e$ (hartree) | $\Delta F$ (hartree/bohr) | mixed state |
|---|---|---|---|
| 3.14 | 2.3e-3 | −8.0e-3 | 3.6e-2 |
| 4.71 | 3.9e-4 | +1.1e-3 | 1.5e-2 |
| 6.28 | 1.27e-5 | −5.3e-5 | 2.7e-3 |
| 7.85 | 6.1e-8 | +6.4e-7 | 1.8e-4 |

The third row is close to your situation. The square root of $1.27\times10^{-5}$ is $3.6\times10^{-3}$, but the force error is $5.3\times10^{-5}$ hartree/bohr, or 0.04% of the force. In other units, an energy error of 0.35 meV comes with a force error of 2.7 meV/Å. The Cauchy–Schwarz bound on the linear term is $1.7\times10^{-3}$ hartree/bohr when only the right-hand well is moved, about 32 times the actual error. Moving both wells symmetrically gives the same force and a tighter bound, $1.2\times10^{-3}$ hartree/bohr or 23 times the error; this is the bound listed in the output.

The ratio $|\Delta F|/e$ in the four rows is 3.5, 2.9, 4.2 and 10.6 bohr$^{-1}$. The last value exceeds the first omitted wavevector, 8.64 bohr$^{-1}$. The cause is the same as in the tangent formula: at this distance $e$ is $6.1\times10^{-8}$ hartree, while its mean over distances from 2 to 4 bohr is $2.5\times10^{-7}$ hartree, so the omitted waves of the two wells partly cancel here. The single-pair formula does not give the number itself. The first pair is nearly cancelled and carries only 47% of $e$, with a ratio of 32 bohr$^{-1}$, while the second pair carries 41% with a ratio of $-11$ bohr$^{-1}$.

Over that range of distances, the ratio of rms $\Delta F$ to mean $e$ is steadier: 2.0, 2.7, 4.0 and 4.7 bohr$^{-1}$ for the four cutoffs. Divided by the first omitted wavevector, this is between 0.49 and 0.57. A value below 0.71 is to be expected when several waves share the tail, because their mean energies add in full while their ripples do not. Neighbouring omitted waves differ by $2\pi/8$ bohr$^{-1}$, so, apart from the slow phases $\theta$, their relative phase runs from $\pi/2$ to $\pi$ as $d$ goes from 2 to 4 bohr. The mean of its cosine is $-2/\pi$, and the ripples partly cancel. A power-law fit gives a ratio growing as $G^{1.1}$, and rms $\Delta F\propto(\text{mean }e)^{0.92}$. The exponent is near 1, not near 1/2; it lies below 1 because of the extra factor $G$.

The ripple formula itself was tested against the actual force errors. Its rms deviation over the scan is 3 to 7% of the rms force error, so in this model interference accounts for nearly all of it.

### A slow tail: the extra factor disappears

Replace the Gaussians by wells $-g\,\delta(x\mp d/2)$ in a cell of length $L$. The amplitudes no longer decay with $G$. With $\psi_0$ the value of the wavefunction at either well, $|w_G|^2=(2g^2\psi_0^2/L)(1+\cos Gd)$. For large $G$, $D_G\simeq G^2/2$, and the two signs of $G$ contribute equally:

$$e\simeq\frac{8g^2\psi_0^2}{L}\sum_{G>G_{\max}}\frac{1+\cos Gd}{G^2}.$$

The wavevectors are spaced by $2\pi/L$, so $\sum 1/G^2\simeq L/(2\pi G_{\max})$. The oscillating part is smaller by a further power of $G_{\max}$, and

$$e\simeq\frac{4g^2\psi_0^2}{\pi G_{\max}} .$$

Differentiating the cosine gives the ripple force

$$\Delta F\simeq\frac{8g^2\psi_0^2}{L}\sum_{G>G_{\max}}\frac{\sin Gd}{G}.$$

Without the alternating signs this sum would diverge. With $G=2\pi n/L$, $\beta=2\pi d/L$ and $N$ the largest $n$ in the basis, the identity

$$2\sin(\beta/2)\sin n\beta=\cos[(n-\tfrac12)\beta]-\cos[(n+\tfrac12)\beta]$$

makes neighbouring terms cancel, except for the slow change of $1/G$. What is left comes from the edge of the basis:

$$\sum_{G>G_{\max}}\frac{\sin Gd}{G}\simeq\frac{\cos[(N+\frac12)\beta]}{2G_{\max}\sin(\pi d/L)} .$$

The force error is therefore of order $1/G_{\max}$, like the energy error. Their ratio is

$$\frac{\Delta F}{e}\simeq\frac{\pi}{L}\,\frac{\cos[(N+\frac12)\beta]}{\sin(\pi d/L)},$$

without a growing factor. The change of $\psi_0^2$ with distance adds a term of the same order $1/G_{\max}$, omitted here.

For $L=8$ bohr and $d$ between 2 and 4 bohr, the mean of $1/\sin^2(\pi d/L)$ is $4/\pi$ and the mean of the squared cosine is about 1/2. The expected rms ratio is $(\pi/8)\sqrt{2/\pi}=0.31$ bohr$^{-1}$. The computed ratios are 0.30, 0.31 and 0.32 bohr$^{-1}$ while $G_{\max}$ rises from 20 to 79 bohr$^{-1}$. The omitted $\psi_0^2$ term therefore changes the rms ratio little in this example, although it can matter more at a single distance. Since it is also of order $1/G_{\max}$, it does not make the ratio for these delta wells grow with the cutoff.

### Three dimensions: directions average the ripple

In three dimensions the omitted waves near the cutoff point in many directions. If the amplitudes depend little on direction and the cell is large enough for the sum over directions to become an integral, the ripple becomes

$$\frac12\int_{-1}^{1}\cos(Gdu)\,du=\frac{\sin Gd}{Gd},\qquad
\frac{d}{dd}\frac{\sin Gd}{Gd}=\frac{\cos Gd}{d}-\frac{\sin Gd}{Gd^2}.$$

The derivative still brings down a factor $G$, but the average has already supplied $1/(Gd)$. The ripple part of the force error is then of order $e/d$. The slow change of the amplitudes with geometry adds a term proportional to $e$, also without a factor $G$, which may now be comparable.

I checked this on two Gaussian wells, 6 hartree deep and again 0.5 bohr wide, in a cubic cell of 8 bohr. For $G_{\max}=3.14$, 4.71 and 6.28 bohr$^{-1}$ the ratio of rms $\Delta F$ to mean $e$ is 0.09, 0.19 and 0.18 bohr$^{-1}$. At the last cutoff the one-dimensional wells gave 4.0. The first value belongs to an energy error of 0.24 hartree, where a leading-order argument has little force. The last two are of the size of $1/d$ times a factor below one, although this test does not separate the ripple from the amplitude term. Three cutoffs do not establish a limiting law, but they show no sign of a ratio as large as $G_{\max}$.

### When the square root is right

It is right when the error lies inside the basis, as after an unfinished minimization. Mix the ground state with an excited state $\psi_1$ lying $\Delta$ higher: $\psi_t=\cos t\,\psi+\sin t\,\psi_1$. With real functions and $M_{ij}=\langle\psi_i|\partial V|\psi_j\rangle$, where $\psi_0$ now means the ground state $\psi$,

$$e=\Delta\sin^2t,\qquad \Delta F=-M_{01}\sin 2t-(M_{11}-M_{00})\sin^2t .$$

For small $t$ and $M_{01}\neq0$, $|\Delta F|\simeq2|M_{01}|\sqrt{e/\Delta}$. Such a state is not stationary, so its force is not the derivative of its energy, and the protection is lost.

The last column of the table shows this force error for a mixed state with the same $e$ as the cutoff calculation in that row. The admixed state is the lowest even excited state, which is the second excited state overall. In the third row, $\Delta=1.14$ hartree gives $\sin t=\sqrt{1.27\times10^{-5}/1.14}=3.3\times10^{-3}$. The force error is $2.7\times10^{-3}$ hartree/bohr, 50 times that of the cutoff. The factor depends on the admixed state: the lowest excited state is odd, with $\Delta=0.21$ hartree, and gives $4.0\times10^{-4}$ hartree/bohr on the right-hand well, about 8 times the cutoff error. The fitted exponent is 0.50.

### What to do with this

Your small force changes are not luck. Converge the electronic minimization tightly, because there an energy error does enter the force through its square root. For the cutoff, do not infer the force error from the energy error by any fixed rule: their ratio depends on the potential and the dimension, and at one geometry it can be far from its typical value. Raise the cutoff and watch the forces themselves, at more than one geometry, since a ripple can pass through zero where you happen to look. The complete figures are in the numerical output below.

## Computed values

```
cell 8.0 bohr, well depth 2.0 hartree, width 0.5 bohr
distance 2.5 bohr: reference energy -1.05335671 hartree
reference force -0.13494268 hartree/bohr
reference Gmax 18.850 1/bohr; even-state gap 1.1425 hartree
Gmax(1/bohr) Ecut(hartree) e(hartree) dF, bound, mixed-state dF (hartree/bohr)
 3.142   4.935 2.319e-03 -8.046e-03 2.506e-02 3.631e-02
 4.712  11.103 3.886e-04 +1.126e-03 8.656e-03 1.481e-02
 6.283  19.739 1.268e-05 -5.303e-05 1.205e-03 2.670e-03
 7.854  30.843 6.055e-08 +6.431e-07 6.559e-05 1.844e-04
mixed state: force error ~ e^p with p = 0.501
at Gmax 6.283 1/bohr: e = 3.450e-01 meV
  and dF = -2.727e+00 meV/angstrom
scan of 61 distances, 2.0 to 4.0 bohr
Gmax(1/bohr) mean e(hartree) rms dF(hartree/bohr) ratio(1/bohr) ratio/Gfirst
  then: tail sum / mean e, and relative rms misfit of the ripple force
 3.142 6.063e-03 1.235e-02 2.036 0.519  0.974 0.055
 4.712 3.338e-04 9.066e-04 2.716 0.494  0.987 0.069
 6.283 9.696e-06 3.923e-05 4.046 0.572  0.994 0.032
 7.854 2.509e-07 1.180e-06 4.702 0.544  0.996 0.033
steep tail: rms dF ~ (mean e)^p with p = 0.915
steep tail: ratio ~ Gfirst^s with s = 1.108 (Gfirst: first omitted G)
delta wells, strength 1.0 hartree bohr: Gmax, mean e, rms dF, ratio
 19.63 2.900e-02 8.712e-03 0.300
 39.27 1.499e-02 4.649e-03 0.310
 78.54 7.622e-03 2.430e-03 0.319
slow tail: mean e ~ G^q with q = -0.974; ratio ~ G^s with s = 0.044
3D wells, depth 6.0 hartree, 11 distances, reference Gmax 9.425 1/bohr
Gmax(1/bohr) mean e(hartree) rms dF(hartree/bohr) ratio(1/bohr)
 3.142 2.352e-01 2.048e-02 0.087
 4.712 3.400e-02 6.603e-03 0.194
 6.283 3.360e-03 6.118e-04 0.182
3D: rms dF ~ (mean e)^p with p = 0.833
```
